# Casimir's quadrupole formula, deuterium 2P3/2, and the j = 1/2 case: a numerical check

```python
"""Casimir's electric quadrupole formula, tested and evaluated for deuterium 2P3/2.

Result under test (Hartree atomic units):
  E(F) = B [1.5 K(K+1) - 2 I(I+1) j(j+1)] / [4 I(2I-1) j(2j-1)],
  K = F(F+1) - I(I+1) - j(j+1),   B = Q <r^-3> (2j-1)/(2j+2),
and a vanishing first-order shift for j = 1/2.
I: nuclear spin, j: electron angular momentum, F: total angular momentum,
Q: nuclear quadrupole moment, r: electron-nucleus distance.
The interaction is (1/6) sum_ab Q_ab V_ab, where Q_ab is the nuclear quadrupole
tensor and V_ab = -(3 r_a r_b - delta_ab r^2)/r^5 is the electron's field gradient.
Both tensors are built here by quadrature over explicit wave functions.
"""
from math import factorial
import numpy as np
from scipy.constants import value
from scipy.linalg import eigh_tridiagonal
from scipy.special import lpmv

# ---------- angular grid and tensors from explicit spherical harmonics ----------
nodes, node_weights = np.polynomial.legendre.leggauss(12)
angles = 2 * np.pi * np.arange(16) / 16
COS, PHI = np.meshgrid(nodes, angles, indexing="ij")
SIN = np.sqrt(1 - COS**2)
WEIGHT = node_weights[:, None] * (2 * np.pi / 16) * np.ones_like(PHI)
UNIT = np.array([SIN * np.cos(PHI), SIN * np.sin(PHI), COS])


def harmonic(l, m):
    a = abs(m)
    norm = np.sqrt((2*l + 1) / (4*np.pi) * factorial(l - a) / factorial(l + a))
    y = norm * lpmv(a, l, COS) * np.exp(1j * a * PHI)
    return y if m >= 0 else (-1)**a * y.conj()


def orbital_tensor(l):
    """Matrices of 3 n_a n_b - delta_ab between Y_lm, with m = l, ..., -l."""
    y = np.array([harmonic(l, m) for m in range(l, -l - 1, -1)])
    t = np.zeros((3, 3, 2*l + 1, 2*l + 1), complex)
    for a in range(3):
        for b in range(3):
            f = WEIGHT * (3 * UNIT[a] * UNIT[b] - (a == b))
            t[a, b] = np.einsum("mxp,xp,nxp->mn", y.conj(), f, y)
    return t


def spin_matrices(j):
    m = j - np.arange(int(round(2*j + 1)))
    up = np.diag(np.sqrt(j*(j + 1) - m[1:]*(m[1:] + 1)), 1)
    return np.array([(up + up.T)/2, (up - up.T)/2j, np.diag(m)], dtype=complex)


def add_momenta(first, second):
    one, two = np.eye(first.shape[1]), np.eye(second.shape[1])
    return np.array([np.kron(first[a], two) + np.kron(one, second[a])
                     for a in range(3)])


def with_spin(l):
    """Total angular momentum and tensor for orbital l with a spin 1/2."""
    total = add_momenta(spin_matrices(l), spin_matrices(0.5))
    t = orbital_tensor(l)
    tensor = np.array([[np.kron(t[a, b], np.eye(2)) for b in range(3)]
                       for a in range(3)])
    return total, tensor


def multiplet(l, j):
    """Angular momentum and tensor in one level; j = l means no spin."""
    if j == l:
        return spin_matrices(l), orbital_tensor(l)
    total, tensor = with_spin(l)
    vals, vecs = np.linalg.eigh((total @ total).sum(axis=0))
    u = vecs[:, abs(vals - j*(j + 1)) < 1e-8]
    return u.conj().T @ total @ u, u.conj().T @ tensor @ u


def stretched_value(momentum, tensor):
    v = np.linalg.eigh(momentum[2])[1][:, -1]
    return (v.conj() @ tensor[2, 2] @ v).real


def interaction(gradient, moment):
    return sum(np.kron(gradient[a, b], moment[a, b])
               for a in range(3) for b in range(3)) / 6


def total_F_basis(momentum, nuclear_spin):
    f = add_momenta(momentum, nuclear_spin)
    vals, vecs = np.linalg.eigh((f @ f).sum(axis=0))
    return (np.sqrt(1 + 4*vals) - 1) / 2, vecs


def casimir(F, I, j):
    K = F*(F + 1) - I*(I + 1) - j*(j + 1)
    return (1.5*K*(K + 1) - 2*I*(I + 1)*j*(j + 1)) / (4*I*(2*I - 1)*j*(2*j - 1))


# ---------- test: tensor interaction against the direct Coulomb energy ----------
r = np.array([0.3, -0.5, 1.1])
d = 0.01 * np.array([0.6, 0.0, 0.8])      # half a unit charge at +d and at -d
coulomb = -0.5/np.linalg.norm(r - d) - 0.5/np.linalg.norm(r + d)
direct = coulomb + 1/np.linalg.norm(r)
Q_ab = 3*np.outer(d, d) - np.eye(3)*(d @ d)
V_ab = -(3*np.outer(r, r) - np.eye(3)*(r @ r)) / np.linalg.norm(r)**5
assert abs(np.sum(Q_ab * V_ab)/6 / direct - 1) < 1e-3   # next multipole: (d/r)^2

# ---------- test: Casimir's formula against the full interaction matrices ----------
nuclei = [(1, 1), (2, 2), (1, 1.5), (2, 2.5)]            # (orbital model, spin I)
electrons = [(1, 1.5), (2, 1.5), (2, 2.5), (3, 2.5)]     # (l, j)
worst, cases = 0.0, 0
for l, j in electrons:
    J, T = multiplet(l, j)
    mean = stretched_value(J, T)
    assert abs(mean + (2*j - 1)/(2*j + 2)) < 1e-10
    JJ = J[:, None] @ J[None, :]
    unit = np.eye(3)[:, :, None, None] * np.eye(J.shape[1])
    equivalent = 1.5*(JJ + JJ.swapaxes(0, 1)) - j*(j + 1)*unit
    assert np.allclose(T, mean/(j*(2*j - 1))*equivalent, atol=1e-10)
    for l_nuc, I in nuclei:
        spin, shape = multiplet(l_nuc, I)
        moment = shape / stretched_value(spin, shape)    # scaled to Q = 1
        F, W = total_F_basis(J, spin)
        matrix = W.conj().T @ interaction(-T, moment) @ W
        formula = (2*j - 1)/(2*j + 2) * casimir(F, I, j)
        worst = max(worst, np.abs(matrix - np.diag(formula)).max())
        cases += 1
assert worst < 1e-10

# ---------- test: no first-order shift for j = 1/2 ----------
half_largest = max(np.abs(multiplet(l, 0.5)[1]).max() for l in (0, 1))
assert half_largest < 1e-12

# ---------- test: <r^-3> of 2p from a numerical radial eigenstate ----------
step = 0.02
radius = step * np.arange(1, 2000)
energy, u = eigh_tridiagonal(1/step**2 + 1/radius**2 - 1/radius,
                             np.full(radius.size - 1, -0.5/step**2),
                             select="i", select_range=(0, 0))
numerical_r3 = np.sum(u[:, 0]**2 / radius**3) / np.sum(u[:, 0]**2)
inverse_cube = 1/24
assert abs(energy[0] + 1/8) < 1e-4                       # grid error of order step^2
assert abs(numerical_r3/inverse_cube - 1) < 1e-3         # same grid error

# ---------- P1/2 - P3/2 coupling: the shift of j = 1/2 starts in second order ----------
deuteron_spin, shape = multiplet(1, 1)
moment = shape / stretched_value(deuteron_spin, shape)
J, T = with_spin(1)
U = np.linalg.eigh((J @ J).sum(axis=0))[1]               # two j=1/2, then four j=3/2
J, T = U.conj().T @ J @ U, U.conj().T @ T @ U
full = interaction(-T, moment)                           # in units of Q <r^-3>
assert np.abs(full[:6, :6]).max() < 1e-12
F_half, W_half = total_F_basis(J[:, :2, :2], deuteron_spin)
coupling = full[6:, :6] @ W_half
squares = (np.abs(coupling)**2).sum(axis=0)
assert squares.max() > 1e-3
strength = 1e-3                                          # relative to a unit level gap
exact = np.linalg.eigvalsh(np.diag([0.0]*6 + [1.0]*12) + strength*full)[:6]
assert np.allclose(exact, np.sort(-strength**2 * squares),
                   rtol=0, atol=1e-2*strength**2*squares.max())  # third order left out

alpha = value("fine-structure constant")
fine_structure = alpha**2 / 32


def dirac_energy(n, j):
    k = j + 0.5
    effective = n - k + np.sqrt(k*k - alpha**2)
    return (1/np.sqrt(1 + (alpha/effective)**2) - 1) / alpha**2


assert abs((dirac_energy(2, 1.5) - dirac_energy(2, 0.5))/fine_structure - 1) < 1e-3

# ---------- deuterium 2P3/2 ----------
Q_fm2 = 0.29                                             # rough measured size, an input
Q = Q_fm2 * 1e-30 / value("Bohr radius")**2
kHz = value("hartree-hertz relationship") / 1e3
I, j = 1, 1.5
B = Q * inverse_cube * (2*j - 1)/(2*j + 2)
assert abs(B/(Q/60) - 1) < 1e-12
F_levels = np.array([0.5, 1.5, 2.5])
factors = casimir(F_levels, I, j)
assert abs(np.sum((2*F_levels + 1)*factors)) < 1e-12
numerical_levels = np.linalg.eigvalsh(full[6:, 6:]) * numerical_r3 * Q
assert np.allclose(numerical_levels, np.sort(np.repeat(B*factors, [2, 4, 6])),
                   rtol=2e-3, atol=0)                    # radial grid error
mass_factor = (1 + value("electron-deuteron mass ratio"))**-3

print(f"Casimir formula: {cases} (I, l, j) cases, largest deviation {worst:.1e} Q<r^-3>")
print(f"largest tensor element for S1/2 and P1/2 (zero expected): {half_largest:.1e}")
print(f"<3cos^2-1>, stretched P3/2 state: {stretched_value(*multiplet(1, 1.5)):.4f}")
print(f"<r^-3> of 2p, analytic:  {inverse_cube:.6f} a0^-3")
print(f"<r^-3> of 2p, numerical: {numerical_r3:.6f} a0^-3")
print(f"input Q (rough): {Q_fm2:.2f} fm^2")
print(f"Q in atomic units: {Q:.3e} a0^2")
print(f"B/Q: {B/Q:.6f} Hartree/a0^2")
print(f"B: {B:.3e} Hartree")
print(f"B: {B*kHz:.2f} kHz")
for F, factor in zip(F_levels, factors):
    K = F*(F + 1) - I*(I + 1) - j*(j + 1)
    print(f"F = {F:.1f}: K = {K:.0f}, E/B = {factor:.4f}")
    print(f"   E = {B*factor:.3e} Hartree = {B*factor*kHz:.2f} kHz")
print(f"neglected reduced-mass factor on B: {mass_factor:.6f}")
print(f"2P fine-structure interval alpha^2/32: {fine_structure:.4e} Hartree")
for F in (0.5, 1.5):
    square = squares[abs(F_half - F) < 1e-6].mean()
    shift = -square * (Q*inverse_cube)**2 / fine_structure
    print(f"2P1/2, F = {F:.1f}: squared coupling to P3/2 {square:.5f} (Q<r^-3>)^2")
    print(f"   second-order shift, quadrupole alone: {shift:.2e} Hartree")
print("PASS")
```

Output:

```
Casimir formula: 16 (I, l, j) cases, largest deviation 2.6e-15 Q<r^-3>
largest tensor element for S1/2 and P1/2 (zero expected): 6.1e-16
<3cos^2-1>, stretched P3/2 state: -0.4000
<r^-3> of 2p, analytic:  0.041667 a0^-3
<r^-3> of 2p, numerical: 0.041668 a0^-3
input Q (rough): 0.29 fm^2
Q in atomic units: 1.036e-10 a0^2
B/Q: 0.016667 Hartree/a0^2
B: 1.726e-12 Hartree
B: 11.36 kHz
F = 0.5: K = -5, E/B = 1.2500
   E = 2.158e-12 Hartree = 14.20 kHz
F = 1.5: K = -2, E/B = -1.0000
   E = -1.726e-12 Hartree = -11.36 kHz
F = 2.5: K = 3, E/B = 0.2500
   E = 4.315e-13 Hartree = 2.84 kHz
neglected reduced-mass factor on B: 0.999183
2P fine-structure interval alpha^2/32: 1.6641e-06 Hartree
2P1/2, F = 0.5: squared coupling to P3/2 0.50000 (Q<r^-3>)^2
   second-order shift, quadrupole alone: -5.59e-18 Hartree
2P1/2, F = 1.5: squared coupling to P3/2 0.05000 (Q<r^-3>)^2
   second-order shift, quadrupole alone: -5.59e-19 Hartree
PASS
```
